# Resonator Decay Rate and Input Coupling from Energy Conservation and Time Reversal: a numerical check

```python
"""Resonator decay rate and input coupling in temporal coupled-mode theory.

Model, time dependence exp(-i w t), |a|^2 = energy, |s|^2 = power:
    da/dt = (-i w0 - gamma) a + K^T s_in,    s_out = C s_in + D a
Result under test for a lossless, time-reversible single-mode resonator:
    K = D,  sum_j |K_j|^2 = 2 gamma,  C D* = -D,
so |K_j|^2 = 2/tau_j, with 1/tau_j the amplitude decay rate into port j.
Weak internal loss adds to gamma but leaves K unchanged to leading order.

Part 1: lattice waves (hopping -1, hbar = 1), a resonator site and two leads.
        A phase on the bridge between the leads breaks time reversal.
Part 2: waveguide Fabry-Perot cavity, solved by summing all reflections.
"""
import numpy as np
from scipy.constants import c, pi
from scipy.integrate import quad

# ---------- Part 1: lattice resonator with two ports ----------
SITES = 520            # sites per lead, longer than the wave can travel
T_END = 250.0          # duration of the free decay
V = np.array([0.10, 0.08])   # resonator-lead couplings
BRIDGE = 0.5           # direct lead-lead coupling


def lattice_hamiltonian(phase):
    size = 2 * SITES + 1
    h = np.zeros((size, size), dtype=complex)
    for start in (1, SITES + 1):
        for n in range(start, start + SITES - 1):
            h[n, n + 1] = h[n + 1, n] = -1.0
    for start, v in zip((1, SITES + 1), V):
        h[0, start] = h[start, 0] = v
    h[1, SITES + 1] = BRIDGE * np.exp(1j * phase)
    h[SITES + 1, 1] = BRIDGE * np.exp(-1j * phase)
    return h


def analyse_lattice(phase):
    energies, modes = np.linalg.eigh(lattice_hamiltonian(phase))

    def evolve(state, t):
        return modes @ (np.exp(-1j * energies * t) * (modes.conj().T @ state))

    # Free decay: complex frequency and emitted amplitudes
    start = np.zeros(2 * SITES + 1, dtype=complex)
    start[0] = 1.0
    t1, t2 = 60.0, 160.0
    psi1, psi2 = evolve(start, t1), evolve(start, t2)
    rate = np.log(psi2[0] / psi1[0]) / (t2 - t1)
    gamma, w0 = -rate.real, -rate.imag
    k = np.arccos(-w0 / 2)
    speed = 2 * np.sin(k)
    D = np.sqrt(speed) * psi1[[1, SITES + 1]] / psi1[0]

    # Energy collected in each lead, then the conjugated wave sent back
    final = evolve(start, T_END)
    emitted = np.array([np.sum(abs(final[1:SITES + 1])**2),
                        np.sum(abs(final[SITES + 1:])**2)])
    refill = abs(evolve(final.conj(), T_END)[0])**2

    # Steady drive at w0 with semi-infinite leads, one port at a time
    b = w0 * np.eye(3, dtype=complex)
    b[0, 1:] -= V
    b[1:, 0] -= V
    b[1, 2] -= BRIDGE * np.exp(1j * phase)
    b[2, 1] -= BRIDGE * np.exp(-1j * phase)
    b[1, 1] += np.exp(1j * k)
    b[2, 2] += np.exp(1j * k)
    K = np.zeros(2, dtype=complex)
    for port in range(2):
        source = np.zeros(3, dtype=complex)
        source[port + 1] = 2j * np.sin(k)
        K[port] = gamma * np.linalg.solve(b, source)[0] / np.sqrt(speed)
    # Direct scattering with the resonator removed
    C = np.linalg.solve(b[1:, 1:], 2j * np.sin(k) * np.eye(2)) - np.eye(2)
    return gamma, K, D, C, emitted, refill


TOL = 0.03   # finite coupling: corrections are of relative order gamma
print("LATTICE TEST (dimensionless units, hopping = 1)")
print(f"couplings to leads 1, 2: {V[0]:.2f}, {V[1]:.2f}; bridge: {BRIDGE:.2f}")
for label, phase in (("time-reversible", 0.0), ("bridge phase pi/2", pi / 2)):
    gamma, K, D, C, emitted, refill = analyse_lattice(phase)
    norm = np.sqrt(2 * gamma)
    share_K = abs(K)**2 / (2 * gamma)
    share_D = abs(D)**2 / (2 * gamma)
    mismatch = np.linalg.norm(K - D) / norm
    phase_error = np.linalg.norm(C @ D.conj() + D) / norm
    refill_cmt = abs(K @ D.conj())**2 / (2 * gamma)**2
    # Consequences of energy conservation, with or without time reversal
    assert abs(share_K.sum() - 1) < TOL
    assert abs(share_D.sum() - 1) < TOL
    assert np.max(abs(share_D - emitted)) < TOL
    assert np.linalg.norm(K + D.conj() @ C) / norm < TOL
    assert abs(refill - refill_cmt) < 2 * TOL
    # Consequences of time reversal, which must fail when it is broken
    if phase == 0.0:
        assert mismatch < TOL and phase_error < TOL
    else:
        assert mismatch > 0.3 and phase_error > 0.3 and refill < 0.6
    print(f"[{label}] gamma = {gamma:.5f}")
    print(f"  |K_j|^2/(2 gamma), ports 1, 2: {share_K[0]:.3f}, {share_K[1]:.3f}"
          f"; sum {share_K.sum():.3f}")
    print(f"  |D_j|^2/(2 gamma), ports 1, 2: {share_D[0]:.3f}, {share_D[1]:.3f}"
          f"; sum {share_D.sum():.3f}")
    print(f"  emitted energy fractions: {emitted[0]:.3f}, {emitted[1]:.3f}")
    print(f"  |K - D|/sqrt(2 gamma) = {mismatch:.3f}")
    print(f"  |C D* + D|/sqrt(2 gamma) = {phase_error:.3f}")
    print(f"  refilled energy fraction: simulated {refill:.3f}, "
          f"coupled-mode {refill_cmt:.3f}")


# ---------- Part 2: waveguide Fabry-Perot cavity ----------
def cavity(T_in, T_out, loss, t_round, detuning=0.0):
    """Energy per input power, reflection, transmission from all reflections.

    loss = power attenuation exponent for a single pass.
    """
    r_in, r_out = np.sqrt(1 - T_in), np.sqrt(1 - T_out)
    loop = r_out * np.exp(-loss + 1j * detuning * t_round)
    forward = np.sqrt(T_in) / (1 - r_in * loop)
    profile = quad(lambda x: np.exp(-loss * x)
                   + r_out**2 * np.exp(-loss * (2 - x)), 0, 1)[0]
    energy = abs(forward)**2 * profile * t_round / 2
    reflection = abs(r_in - T_in * loop / (1 - r_in * loop))**2
    transmission = abs(forward)**2 * np.exp(-loss) * T_out
    return energy, reflection, transmission


def port_rate(T, t_round):
    """Amplitude decay rate caused by one mirror hit per round trip."""
    return -0.5 * np.log(1 - T) / t_round


length, n_group, wavelength = 100e-6, 4.0, 1550e-9
T1, T2, loss_db_cm, power = 0.03, 0.01, 2.0, 1e-3
alpha = loss_db_cm * np.log(10) / 10 * 100
loss = alpha * length
t_round = 2 * n_group * length / c
omega0 = 2 * pi * c / wavelength
g1, g2, g0 = port_rate(T1, t_round), port_rate(T2, t_round), loss / t_round
g = g1 + g2 + g0

u1, refl, trans = cavity(T1, T2, loss, t_round)
u2 = cavity(T2, T1, loss, t_round)[0]
k1_sq, k2_sq = g**2 * u1, g**2 * u2      # couplings found from stored energy
dev1, dev2 = k1_sq / (2 * g1) - 1, k2_sq / (2 * g2) - 1
assert abs(dev1) < 1e-3 and abs(dev2) < 1e-3
assert abs(k1_sq / (2 * g) - 1) > 0.2    # the total rate is the wrong rate

# Ten times weaker mirrors and loss: the error falls about a hundredfold
h1, h2 = port_rate(T1 / 10, t_round), port_rate(T2 / 10, t_round)
h = h1 + h2 + g0 / 10
dev_weak = h**2 * cavity(T1 / 10, T2 / 10, loss / 10, t_round)[0] / (2 * h1) - 1
assert abs(np.log10(abs(dev1 / dev_weak)) - 2) < 0.2

# Coupled-mode predictions for the resonant response and the linewidth
refl_cmt, trans_cmt = (1 - 2 * g1 / g)**2, 4 * g1 * g2 / g**2
assert abs(refl - refl_cmt) < 1e-3 and abs(trans - trans_cmt) < 1e-3
half = cavity(T1, T2, loss, t_round, g)[0] / u1
assert abs(half - 0.5) < 1e-3

# Travelling-wave ring with one coupler, same round-trip time, no loss
ring_rate = port_rate(T1, t_round)
ring_energy = t_round * T1 / (1 - np.sqrt(1 - T1))**2
ring_ratio = ring_rate**2 * ring_energy / (2 * ring_rate)
assert abs(ring_ratio - 1) < 1e-3

print("WAVEGUIDE CAVITY")
print(f"length = {length*1e6:.0f} um, group index = {n_group:.1f}, "
      f"wavelength = {wavelength*1e9:.0f} nm")
print(f"mirror transmissions T1, T2 = {T1:.2f}, {T2:.2f}")
print(f"propagation loss = {loss_db_cm:.1f} dB/cm; alpha = {alpha:.2f} 1/m")
print(f"round-trip time = {t_round*1e12:.4f} ps")
print(f"1/tau_1 = {g1/1e9:.4f} 1/ns")
print(f"1/tau_2 = {g2/1e9:.4f} 1/ns")
print(f"internal-loss rate gamma_0 = {g0/1e9:.4f} 1/ns")
print(f"total amplitude rate gamma = {g/1e9:.4f} 1/ns")
print(f"loaded Q = {omega0/(2*g):.4g}")
print(f"linewidth (FWHM) = {g/pi/1e9:.3f} GHz")
print(f"2/tau_1 = {2*g1/1e9:.4f} 1/ns; |K_1|^2 from waves = {k1_sq/1e9:.4f} 1/ns")
print(f"2/tau_2 = {2*g2/1e9:.4f} 1/ns; |K_2|^2 from waves = {k2_sq/1e9:.4f} 1/ns")
print(f"relative deviations, ports 1, 2: {dev1:.2e}, {dev2:.2e}")
print(f"port-1 deviation, ten times weaker mirrors and loss: {dev_weak:.2e}")
print(f"|K_1|^2/(2 gamma), total rate used wrongly: {k1_sq/(2*g):.3f}")
print(f"coupling amplitude |K_1| = {np.sqrt(2*g1):.4g} s^(-1/2)")
print(f"input power = {power*1e3:.1f} mW")
print(f"stored energy: waves {u1*power*1e12:.4f} pJ, "
      f"coupled-mode {2*g1/g**2*power*1e12:.4f} pJ")
print(f"resonant reflection: waves {refl:.4f}, coupled-mode {refl_cmt:.4f}")
print(f"resonant transmission: waves {trans:.4f}, coupled-mode {trans_cmt:.4f}")
print(f"energy at detuning gamma / energy at resonance = {half:.4f}")
print(f"ring: |K|^2/(2 gamma) from waves = {ring_ratio:.6f}")
print("checks complete")
```

Output:

```
LATTICE TEST (dimensionless units, hopping = 1)
couplings to leads 1, 2: 0.10, 0.08; bridge: 0.50
[time-reversible] gamma = 0.01314
  |K_j|^2/(2 gamma), ports 1, 2: 0.568, 0.436; sum 1.004
  |D_j|^2/(2 gamma), ports 1, 2: 0.565, 0.435; sum 1.000
  emitted energy fractions: 0.565, 0.433
  |K - D|/sqrt(2 gamma) = 0.003
  |C D* + D|/sqrt(2 gamma) = 0.007
  refilled energy fraction: simulated 1.000, coupled-mode 1.004
[bridge phase pi/2] gamma = 0.01317
  |K_j|^2/(2 gamma), ports 1, 2: 0.176, 0.828; sum 1.004
  |D_j|^2/(2 gamma), ports 1, 2: 0.959, 0.042; sum 1.001
  emitted energy fractions: 0.954, 0.045
  |K - D|/sqrt(2 gamma) = 0.899
  |C D* + D|/sqrt(2 gamma) = 0.895
  refilled energy fraction: simulated 0.361, coupled-mode 0.357
WAVEGUIDE CAVITY
length = 100 um, group index = 4.0, wavelength = 1550 nm
mirror transmissions T1, T2 = 0.03, 0.01
propagation loss = 2.0 dB/cm; alpha = 46.05 1/m
round-trip time = 2.6685 ps
1/tau_1 = 5.7072 1/ns
1/tau_2 = 1.8831 1/ns
internal-loss rate gamma_0 = 1.7257 1/ns
total amplitude rate gamma = 9.3160 1/ns
loaded Q = 6.522e+04
linewidth (FWHM) = 2.965 GHz
2/tau_1 = 11.4143 1/ns; |K_1|^2 from waves = 11.4145 1/ns
2/tau_2 = 3.7663 1/ns; |K_2|^2 from waves = 3.7667 1/ns
relative deviations, ports 1, 2: 1.49e-05, 1.07e-04
port-1 deviation, ten times weaker mirrors and loss: 1.46e-07
|K_1|^2/(2 gamma), total rate used wrongly: 0.613
coupling amplitude |K_1| = 1.068e+05 s^(-1/2)
input power = 1.0 mW
stored energy: waves 0.1315 pJ, coupled-mode 0.1315 pJ
resonant reflection: waves 0.0507, coupled-mode 0.0507
resonant transmission: waves 0.4953, coupled-mode 0.4953
energy at detuning gamma / energy at resonance = 0.5000
ring: |K|^2/(2 gamma) from waves = 1.000019
checks complete
```
